\section*{Active Amplitude Mode-Locking as a Harmonic Oscillator in Time}

\section*{The problem}

A pulse circulates in one direction around a semiconductor ring laser with round-trip time $T_R$. It passes an amplifier, a spectral filter and an amplitude modulator driven at $\omega_m=2\pi/T_R$, so that it meets the same phase of the modulation on every trip. What shape and duration does it settle to?

The field is a slowly varying envelope $A_k(t)$ times a carrier at the centre of the filter. The integer $k$ counts round trips; $t$ is time within a trip, with $t=0$ at best modulator transmission. Frequencies $\omega$ are measured from the carrier, and the convention is $e^{-i\omega t}$, so $\partial_t$ acts as $-i\omega$ and $\partial_t^2$ as $-\omega^2$. Each element multiplies the field amplitude as follows.
\begin{itemize}
\item Frequency-independent loss: $e^{-l}$.
\item Amplifier: $\exp[g/(1+\omega^2/\Omega_g^2)]$, with $g$ constant during the pulse.
\item Filter: $1/(1-i\omega/\Omega_f)$, a single resonance.
\item Modulator: $\exp[-M(1-\cos\omega_m t)]$.
\end{itemize}
Constant group delays are counted in $T_R$. Dispersion and gain dynamics are left out until part (g).

\section*{(a) Equation of motion}

\textbf{Find the equation for the slow change of a short pulse whose spectrum is narrow compared with the filter.}

\emph{Solution.} The logarithm of the filter response is
\begin{equation}
-\tfrac12\ln\!\left(1+\frac{\omega^2}{\Omega_f^2}\right)+i\arctan\frac{\omega}{\Omega_f}
\approx-\frac{\omega^2}{2\Omega_f^2}+\frac{i\omega}{\Omega_f}.
\end{equation}
The last term is a delay $1/\Omega_f$, already counted in $T_R$. The gain exponent is $g-g\omega^2/\Omega_g^2$ to the same order. The two quadratic terms add to $-D\omega^2$, with
\begin{equation}
D=D_f+\frac{g}{\Omega_g^2},\qquad D_f=\frac{1}{2\Omega_f^2}.
\end{equation}
In time this is the operator $D\partial_t^2$. For $\omega_m|t|\ll1$ the modulator exponent is
\begin{equation}
-M(1-\cos\omega_mt)\approx-M_st^2,\qquad M_s=\tfrac12M\omega_m^2 .
\end{equation}
One trip is therefore
\begin{equation}
A_{k+1}=e^{g-l}\,e^{-M_st^2}\,e^{D\partial_t^2}A_k .
\label{map}
\end{equation}
The factors $e^g$ and $e^{-l}$ are plain numbers that commute with everything, so apart from the part of $g$ in $D$ only the difference $g-l$ matters; each may be large. If $g-l$, $M_st^2$ and $D\omega^2$ are all small over the pulse, the exponentials can be expanded to first order and $A_{k+1}-A_k$ replaced by a derivative:
\begin{equation}
\frac{\partial A}{\partial k}=\left[g-l+D\partial_t^2-M_st^2\right]A .
\label{master}
\end{equation}
Filtering spreads the pulse in time; modulation trims its wings.

\section*{(b) Modes and pulse width}

\textbf{Solve for the modes that keep their shape, their growth rates, and the duration of the lowest.}

\emph{Solution.} Put $p=-i\partial_t$. The operator $-D\partial_t^2+M_st^2=Dp^2+M_st^2$ is an oscillator Hamiltonian $p^2/2m+Kt^2/2$ with $\hbar=1$, $m=1/(2D)$ and $K=2M_s$. Its frequency is $\sqrt{K/m}=2\sqrt{DM_s}$. Equation (\ref{master}) has no $i$ on the left, so $k$ plays the part of imaginary time, in which higher levels die away relative to the lowest.

To find the levels, set $t=\tau x$. The two terms become $-(D/\tau^2)\partial_x^2$ and $M_s\tau^2x^2$. Their coefficients are equal when
\begin{equation}
\tau=\left(\frac{D}{M_s}\right)^{1/4}=\left(\frac{2D}{M\omega_m^2}\right)^{1/4},
\label{tau}
\end{equation}
and their common value is $\varepsilon=\sqrt{DM_s}$. Define $a=(x+\partial_x)/\sqrt2$ and $a^\dagger=(x-\partial_x)/\sqrt2$. Since $\partial_xx-x\partial_x=1$,
\begin{equation}
a^\dagger a=\tfrac12(x^2-\partial_x^2-1),\qquad [a,a^\dagger]=1,
\end{equation}
so the operator is $\varepsilon(x^2-\partial_x^2)=\varepsilon(2a^\dagger a+1)$. If $a^\dagger a\,u=\nu u$, then $\|au\|^2=\nu\|u\|^2$, which requires $\nu\ge0$. Because $a$ lowers $\nu$ by one, the descent must end at $au=0$, and $\nu$ is an integer $n\ge0$. The end condition $(x+\partial_x)u_0=0$ gives $u_0=e^{-x^2/2}$. Raising uses
\begin{equation}
(x-\partial_x)\left[f e^{-x^2/2}\right]=(2xf-f')e^{-x^2/2},
\end{equation}
which is the Hermite recursion $H_{n+1}=2xH_n-H_n'$. Hence
\begin{equation}
u_n=H_n(t/\tau)\,e^{-t^2/2\tau^2},\qquad
\lambda_n=g-l-(2n+1)\varepsilon .
\label{modes}
\end{equation}

The intensity of the lowest mode, $e^{-t^2/\tau^2}$, falls to one half at $t=\tau\sqrt{\ln2}$, so its full width at half maximum (FWHM) is $2\sqrt{\ln2}\,\tau$. Its power spectrum is $e^{-\omega^2\tau^2}$, of FWHM $\Delta\nu=\sqrt{\ln2}/(\pi\tau)$ in ordinary frequency. The product of the two widths is $2\ln2/\pi=0.441$, the value for a Gaussian without chirp.

\section*{(c) The same modes in frequency}

\textbf{Show that each $u_n$ is a locked set of axial modes, and find the first correction from the cosine.}

\emph{Solution.} Write $A=\sum_ma_me^{-im\omega_mt}$. The cosine shifts $m$ by $\pm1$, so a mode of growth rate $\lambda$ obeys
\begin{equation}
\lambda a_m=\left[g-l-M-D(m\omega_m)^2\right]a_m+\tfrac M2(a_{m+1}+a_{m-1}).
\label{axial}
\end{equation}
The modulator passes amplitude between neighbouring axial modes. If $a_m$ varies slowly with $m$, then $a_{m+1}+a_{m-1}-2a_m\approx\omega_m^2\,d^2a/d\omega^2$, and the modulation terms become $M_s\,d^2a/d\omega^2$. Together with $-D\omega^2$ this is again an oscillator, now of width $(M_s/D)^{1/4}=1/\tau$ in $\omega$. The collective eigenvectors are the supermodes. For $n=0$ all $a_m$ have the same sign, and the axial modes add in phase at $t=0$.

The next term of the cosine adds $+M\omega_m^4t^4/24$ to the operator. Its first-order effect needs $\langle x^4\rangle_n=\|x^2|n\rangle\|^2$. With $x=(a+a^\dagger)/\sqrt2$,
\begin{equation}
x^2|n\rangle=\tfrac12\left[\sqrt{n(n-1)}\,|n{-}2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n{+}2\rangle\right],
\end{equation}
whose squared norm is $\tfrac14(6n^2+6n+3)=\tfrac34(2n^2+2n+1)$. Using $\tau^4=2D/(M\omega_m^2)$,
\begin{equation}
\delta\lambda_n=\frac{M\omega_m^4\tau^4}{24}\cdot\frac34(2n^2+2n+1)=\frac{D\omega_m^2}{16}(2n^2+2n+1).
\label{quartic}
\end{equation}
Since $D=\varepsilon\tau^2$, the shift for $n=0$ is $(\omega_m\tau)^2/16$ of $\varepsilon$. The parabola is thus good for $\omega_m\tau\ll1$ and worsens with $n$.

\section*{(d) Threshold and stability}

\textbf{Let the gain saturate slowly, in response to mean power. Find its steady value and the decay of disturbances. What does the fourth-root law hold fixed?}

\emph{Solution.} The mode $n=0$ has the largest growth rate. Its power rises until saturation brings $\lambda_0$ to zero, so $g=l+\varepsilon$, and then
\begin{equation}
\lambda_n=-2n\varepsilon .
\end{equation}
A small time shift of the pulse adds $u_0'\propto u_1$, which decays as $e^{-2\varepsilon k}$. A small change of width adds $t^2u_0$, a mixture of $u_0$ and $u_2$; the second part decays as $e^{-4\varepsilon k}$.

The gain also enters $D$. With $u=g-l$, the condition $u^2=DM_s$ is
\begin{equation}
u^2=M_s\left[D_f+\frac{l+u}{\Omega_g^2}\right]
\;\Rightarrow\;
u=\frac b2+\sqrt{\frac{b^2}{4}+c},
\label{gain}
\end{equation}
with $b=M_s/\Omega_g^2$ and $c=M_s(D_f+l/\Omega_g^2)$. The positive root is taken because $u=\varepsilon>0$. Stronger pumping raises the pulse energy but leaves the saturated gain, and in this model the width, unchanged.

The fourth-root law $\tau\propto M_s^{-1/4}$ therefore holds $D$ fixed. This is justified when the part of $D$ that changes with $M_s$, namely $u/\Omega_g^2$, is a small part of the whole. If the gain line is the sole filter and $l\gg\varepsilon$, then $g\approx l$ and $\tau\approx[l/(\Omega_g^2M_s)]^{1/4}$. In the opposite limit, $D_f=l=0$, equation (\ref{gain}) gives $g=M_s/\Omega_g^2$ and hence $\tau=1/\Omega_g$. The spectrum is then about as wide as the gain line, and the expansion in (a) has failed.

\section*{(e) Separate elements}

\textbf{The filter and modulator act one after the other. Solve (\ref{map}) for a Gaussian without assuming small steps.}

\emph{Solution.} Let the field after the modulator be $e^{-t^2/2w}$. Its spectrum is proportional to $e^{-w\omega^2/2}$, so the filter changes $w$ to $w+2D$ and, since it leaves the $\omega=0$ component (the area) unchanged, multiplies the peak by $\sqrt{w/(w+2D)}$. The modulator adds $2M_s$ to the inverse squared width. Repetition requires
\begin{equation}
\frac1w=\frac1{w+2D}+2M_s
\;\Rightarrow\; w(w+2D)=\frac{D}{M_s}=\tau^4 .
\end{equation}
With $D=\varepsilon\tau^2$ the positive root is
\begin{equation}
w=\tau^2\left(\sqrt{1+\varepsilon^2}-\varepsilon\right),\qquad
w+2D=\tau^2\left(\sqrt{1+\varepsilon^2}+\varepsilon\right).
\end{equation}
The pulse breathes about $\tau$ by a fraction of about $\pm\varepsilon/2$. The two brackets are reciprocals, so the peak factor is $\sqrt{1+\varepsilon^2}-\varepsilon$, and unit net gain requires
\begin{equation}
g-l=\ln\left(\sqrt{1+\varepsilon^2}+\varepsilon\right)=\operatorname{arcsinh}\varepsilon\approx\varepsilon-\varepsilon^3/6 .
\end{equation}
The continuous equation is therefore a good approximation to (\ref{map}) when $\varepsilon\ll1$; the quadratic forms of the elements need the separate conditions in (a).

\section*{(f) A 10 GHz ring}

\textbf{Evaluate the results at 1550 nm for a 2 nm filter, a 40 nm gain band (both FWHM), $M=0.3$ and $l=0.6$.}

\emph{Solution.} These are round parameters for an InP-type device. The half width of a band $\Delta\lambda$ is $\pi c\,\Delta\lambda/\lambda^2$, which gives $\Omega_f=0.784$ and $\Omega_g=15.7$ rad/ps. Then $D_f=1/(2\times0.784^2)=0.813\ \mathrm{ps^2}$. With $\omega_m=0.0628$ rad/ps,
\begin{equation}
M_s=\tfrac12(0.3)(0.0628)^2=5.92\times10^{-4}\ \mathrm{ps^{-2}} .
\end{equation}
Equation (\ref{gain}) gives $g=0.622$, so the gain line adds 0.0025 to make $D=0.816\ \mathrm{ps^2}$: the inserted filter does nearly all the filtering. Hence
\begin{equation}
\tau=\left(\frac{0.816}{5.92\times10^{-4}}\right)^{1/4}\mathrm{ps}=6.09\ \mathrm{ps},\qquad
\varepsilon=0.0220 .
\end{equation}
The pulse FWHM is $1.665\times6.09=10.1$ ps and the spectral FWHM is 43.5 GHz, about four axial spacings. A timing error falls to $1/e$ of its value in $1/(2\varepsilon)\approx23$ trips, or 2.3 ns.

Numerical diagonalization of (\ref{axial}), with $|m|\le150$, shows how well the oscillator describes so few modes. The values of $\lambda_n-(g-l)$ are:
\begin{center}
\begin{tabular}{cccc}
$n$ & oscillator & with (\ref{quartic}) & matrix\\
0 & $-0.02198$ & $-0.02178$ & $-0.02178$\\
1 & $-0.06594$ & $-0.06494$ & $-0.06492$\\
2 & $-0.10991$ & $-0.10729$ & $-0.10722$
\end{tabular}
\end{center}
The normalized eigenvectors overlap the sampled Hermite--Gaussians by at least 0.999.

At fixed $M$ and $\omega_m$, halving the pulse needs $D$ sixteen times smaller. While the filter dominates, $D\propto\Omega_f^{-2}$, so this means four times the filter bandwidth. At fixed $D$ and $\omega_m$ it needs sixteen times the depth $M$, which here would be $M=4.8$, a power extinction $e^{-4M}$ of 83 dB and beyond practical modulators; at fixed $D$ and $M$, four times the modulation frequency, with the ring shortened to match.

\section*{(g) What the model leaves out}

\textbf{Find the effects of a timing mismatch, dispersion and gain depletion, and size them for this laser.}

\emph{Solution.} \emph{Mismatch.} If the pulse returns late by $\delta$, then $A(t-\delta)\approx A-\delta\,\partial_tA$ adds $-\delta\partial_t$ to the operator. Substitute $A=e^{\delta t/2D}v$:
\begin{equation}
DA''-\delta A'=e^{\delta t/2D}\left[Dv''-\frac{\delta^2}{4D}v\right].
\end{equation}
The first derivatives cancel, so $v$ is an oscillator mode with extra loss $\delta^2/4D$. The exponent $\delta t/2D-t^2/2\tau^2$ peaks at $t=\delta\tau^2/2D=\delta/(2\varepsilon)$. A 1 MHz error in 10 GHz gives $\delta=0.01$ ps and a displacement of 0.23 ps, small against the pulse.

\emph{Dispersion.} A spectral phase $\varphi_2\omega^2/2$ replaces $D$ by $D-i\varphi_2/2$. Inserting $A=e^{-qt^2/2}$ and matching the $t^2$ terms gives
\begin{equation}
q^2=\frac{M_s}{D-i\varphi_2/2},\qquad \mathrm{FWHM}=2\sqrt{\frac{\ln2}{\operatorname{Re}q}} .
\end{equation}
For group index 3.7 the waveguide is $cT_R/3.7=8.1$ mm long. A rough 1 ps$^2$/m then gives $\varphi_2=0.0081\ \mathrm{ps^2}$, and $\varphi_2/2$ is 0.5\% of $D$. Without the filter, however, $D=0.00245\ \mathrm{ps^2}$ and $\varphi_2/2$ is 1.66 times $D$. The simple formula would give 2.37 ps; the complex one gives 3.00 ps, and the pulse is chirped because $q$ is complex. These widths are for a pulse too weak to deplete the gain. Without the filter $\varepsilon$ is only 0.0012, so small disturbances count for more: the depletion treated next, at a pulse energy of 0.01 pJ, lengthens the pulse to about 3.6 ps.

\emph{Gain depletion.} Let $h=2g$ be the logarithmic power gain. As input energy $U$ passes, $dh/dU=-(e^h-1)/E_{\rm sat}$. For weak depletion the amplitude exponent drops by
\begin{equation}
\eta=\tfrac12(e^{2g}-1)\frac{E_{\rm in}}{E_{\rm sat}}=0.00247
\end{equation}
for rough values $E_{\rm in}=0.01$ pJ and $E_{\rm sat}=5$ pJ. Carriers also change the refractive index, which multiplies the drop by $1-i\alpha$, with $\alpha=4$ here. If the carrier lifetime is long compared with $T_R$, recovery is nearly linear, and the perturbation is
\begin{equation}
V=-(1-i\alpha)\,\eta\left[F(t)-\tfrac12-\frac{t}{T_R}\right],
\end{equation}
where $F$ is the fraction of pulse energy already passed. $V$ is odd in $t$, so to first order it does not admix $u_2$ and leaves the width alone. It does admix $u_1$. With normalized modes $\psi_1=\sqrt2(t/\tau)\psi_0$, integration by parts gives $\langle1|V|0\rangle=(\tau/\sqrt2)\langle V'\rangle_0$. Since $F'=\psi_0^2$ and $\int\psi_0^4dt=1/(\sqrt{2\pi}\tau)$,
\begin{equation}
\langle V'\rangle_0=-(1-i\alpha)s,\qquad
s=\eta\left[\frac1{\sqrt{2\pi}\,\tau}-\frac1{T_R}\right].
\end{equation}
Dividing the matrix element by $\lambda_0-\lambda_1=2\varepsilon$ gives the admixture of $\psi_1$. Higher odd modes are admixed too, but $i\partial_t\psi_0$ is proportional to $\psi_1$, so to first order they do not change the mean frequency. Without them the field is $\psi_0[1-(1-i\alpha)st/2\varepsilon]$. Its phase $+\alpha st/2\varepsilon$, compared with $e^{-i\Delta\omega t}$, is a shift to lower frequency,
\begin{equation}
\Delta\omega=-\frac{\alpha s}{2\varepsilon},
\end{equation}
here $-2.0$ GHz in ordinary frequency.

To combine the effects, the round-trip map was iterated numerically for 600 trips, with Fourier transforms between time and frequency. The FWHM after the modulator is 10.03 ps for the quadratic elements of (\ref{map}). Changing one thing at a time gives 10.09 ps with the cosine, whose wings cut less than the parabola; 9.93 ps with the full filter response, whose loss grows more slowly than $\omega^2$ (alone this would give 9.82 ps) while its cubic phase lengthens the pulse; 10.03 ps with dispersion; and 10.04 ps with depletion. All four together give 10.00 ps, 1.4\% below $2\sqrt{\ln2}\,\tau$. The near agreement owes something to opposite signs.

\emph{Spontaneous emission.} The amplifier adds about $n_{\rm sp}(e^{2g}-1)$ photons per trip to each supermode. The energy in $n=1$ is multiplied by $e^{-4\varepsilon}$ per trip, so the geometric sum is $n_{\rm sp}(e^{2g}-1)/(1-e^{-4\varepsilon})\approx59$ photons for $n_{\rm sp}=2$. This sum takes the supermodes as orthogonal; with the full responses of the elements they are not quite so, and the number rises to about 72. The pulse leaving the amplifier holds $2.7\times10^5$.

\emph{Comparison with real devices.} Gain bands of tens of nanometres, saturation energies of some picojoules and $\alpha$ of a few are typical of semiconductor amplifiers near 1550 nm. The chosen pulse energy is low: it means 0.1 mW mean power into the amplifier. It also means pumping close to threshold: recovery at a carrier lifetime $\tau_c$ requires an unsaturated gain above $g$ by $\eta\tau_c/T_R$, only 0.8 to 2\% of $g$ for lifetimes of 200 to 500 ps. A stronger pulse strains the assumption of constant gain. At ten times the energy the round-trip map with quadratic elements gives a carrier pull of 21 GHz if $\eta$ is simply multiplied by ten, or 22 GHz once $g$ is allowed to rise to its new steady value of about 0.64. That is about half the spectral width. The FWHM is about 11 ps, so the width is no longer unaffected by depletion. Semiconductor modulators usually change the phase as well as the amplitude; a phase change equal in size to the amplitude exponent would shorten the pulse here by about 5\%. Real gain lines are also asymmetric, and circulation in one direction is assumed here, not derived. The fourth-root law is thus a design rule for weak pulses, a filter that dominates dispersion, and modulation matched to the round trip.

Numbers in the example were calculated in double precision.
